# How strongly does elastic strain favour (001) copper grains over (111)?: test program

```python
"""
Equibiaxial strain energy of cubic films: (001) against (111) grains.

Result under test, for in-plane strain e and a traction-free top face:
    W001 = M001 e^2,  M001 = (C11 - C12) T / C11
    W111 = M111 e^2,  M111 = 6 C44 T / (T + 4 C44),   T = C11 + 2 C12
    M111 - M001 = T^2 (2 C44 - C11 + C12) / (C11 (T + 4 C44))
For any normal n:  W/e^2 = 3T/2 - (T^2/2) n.K^-1.n,  K_ik = C_ijkl n_j n_l.
If 2 C44 > C11 - C12 > 0, (001) is the minimum and (111) the maximum.
C11, C12, C44: cubic elastic constants; W: energy per reference volume.
The copper inputs are rough typical values, not computed properties.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.linalg import null_space
from scipy.optimize import minimize

I3 = np.eye(3)
N001 = np.array([0.0, 0.0, 1.0])
N111 = np.ones(3) / np.sqrt(3.0)


def moduli(c11, c12, c44):
    """Closed-form biaxial moduli of (001) and (111) films."""
    t = c11 + 2 * c12
    return (c11 - c12) * t / c11, 6 * c44 * t / (t + 4 * c44)


def cubic_tensor(c11, c12, c44):
    """Full fourth-rank tensor in the cube axes."""
    c = np.zeros((3, 3, 3, 3))
    for i in range(3):
        c[i, i, i, i] = c11
        for j in range(3):
            if i != j:
                c[i, i, j, j] = c12
                c[i, j, i, j] = c44
                c[i, j, j, i] = c44
    return c


def film_response(c, normal):
    """Rotate tensor to film axes; unit in-plane strain, zero traction."""
    axes = np.vstack([null_space(normal[None, :]).T, normal])
    cf = c
    for _ in range(4):
        # each pass rotates the first index and moves it to the end
        cf = np.tensordot(cf, axes, axes=([0], [1]))
    strain = np.diag([1.0, 1.0, 0.0])
    traction = np.einsum('ijkl,kl->ij', cf, strain)[:, 2]
    g = np.linalg.solve(cf[:, 2, :, 2], -traction)
    strain[:, 2] += g / 2
    strain[2, :] += g / 2
    stress = np.einsum('ijkl,kl->ij', cf, strain)
    return 0.5 * np.sum(stress * strain), stress


def christoffel_energy(c, normal, t):
    k = np.einsum('ijkl,j,l->ik', c, normal, normal)
    return 1.5 * t - 0.5 * t**2 * normal @ np.linalg.solve(k, normal)


# ---- tensor tests: copper-like, second A > 1 set, and an A < 1 set ----
rng = np.random.default_rng(7)
copper = (168.0, 121.0, 75.0)          # GPa, rough typical values
for cset in (copper, (250.0, 150.0, 120.0), (200.0, 60.0, 40.0)):
    c11, c12, c44 = cset
    t = c11 + 2 * c12
    tensor = cubic_tensor(*cset)
    m001, m111 = moduli(*cset)
    direct = []
    for normal, modulus in ((N001, m001), (N111, m111)):
        energy, stress = film_response(tensor, normal)
        direct.append(energy)
        assert abs(energy / modulus - 1) < 1e-10
        assert np.allclose(stress, modulus * np.diag([1, 1, 0]), atol=1e-8)
    gap = t**2 * (2*c44 - c11 + c12) / (c11 * (t + 4*c44))
    assert abs(direct[1] - direct[0] - gap) < 1e-8
    if 2 * c44 > c11 - c12:
        assert direct[1] > direct[0]
    else:
        assert direct[1] < direct[0]
    for _ in range(600):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        energy, _ = film_response(tensor, n)
        assert abs(energy - christoffel_energy(tensor, n, t)) < 1e-8
        if 2 * c44 > c11 - c12:
            assert direct[0] - 1e-8 <= energy <= direct[1] + 1e-8

# ---- lattice test: nearest-neighbour Morse fcc crystal, no elasticity ----
bonds = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if sum(abs(x) for x in v) == 2]) / np.sqrt(2.0)
assert len(bonds) == 12
morse_alpha = 4.0                      # inverse bond lengths, round value
morse_depth = 1 / (2 * morse_alpha**2)  # makes the bond stiffness 1
atom_volume = 1 / np.sqrt(2.0)         # in cubed bond lengths


def lattice_modulus(normal, e):
    """Relaxed energy per reference volume, divided by e squared."""
    def scaled_energy(u):
        f = I3 + e * (I3 - np.outer(normal, normal))
        f = f + e * np.outer(u, normal)
        stretch = np.linalg.norm(bonds @ f.T, axis=1) - 1
        v = morse_depth * np.expm1(-morse_alpha * stretch)**2
        return 0.5 * v.sum() / atom_volume / e**2
    return minimize(scaled_energy, -0.5 * normal, method='BFGS').fun


strain = 1.0e-3
# elastic constants of this lattice from its bond sum
pref = 1 / (2 * atom_volume)
lat_c11 = pref * np.sum(bonds[:, 0]**4)
lat_c12 = pref * np.sum(bonds[:, 0]**2 * bonds[:, 1]**2)
lat_formula = np.array(moduli(lat_c11, lat_c12, lat_c12))
lat_plus = np.array([lattice_modulus(n, strain) for n in (N001, N111)])
lat_minus = np.array([lattice_modulus(n, -strain) for n in (N001, N111)])
# the odd anharmonic term cancels in the mean; the rest is of order e^2
assert np.all(np.abs((lat_plus + lat_minus) / 2 / lat_formula - 1) < 1e-3)
anh_w = lat_plus / lat_formula - 1
anh_gap = (lat_plus[1]-lat_plus[0]) / (lat_formula[1]-lat_formula[0]) - 1

# ---- worked example: copper film on silicon ----
c11, c12, c44 = copper
m001, m111 = moduli(*copper)
w001, w111 = (m * 1e9 * strain**2 / 1e6 for m in (m001, m111))   # MJ/m^3
gap_w = w111 - w001
ratio = w111 / w001
assert 2.2 < ratio < 2.35 and 0.14 < gap_w < 0.15
claimed_gap = 1.5                      # MJ/m^3, the value to be examined
strain_claimed = np.sqrt(claimed_gap * 1e6 / ((m111 - m001) * 1e9))
assert strain_claimed > 3 * strain     # the claim fails at 0.1 percent

corners = [moduli(*(c * (1 + 0.01 * s) for c, s in zip(copper, signs)))
           for signs in itertools.product((-1, 1), repeat=3)]
ratios = [b / a for a, b in corners]
gaps = [(b - a) * 1e3 * strain**2 for a, b in corners]

# surface and interface energy
thickness = 1000e-9                    # m
surface_gap = 0.1                      # J/m^2, rough, favours (111)
h_balance = surface_gap / (gap_w * 1e6)
e_balance = np.sqrt(surface_gap / (thickness * (m111 - m001) * 1e9))

# slip on {111}<110>
planes = [np.array(p) / np.sqrt(3) for p in
          ((1, 1, 1), (-1, 1, 1), (1, -1, 1), (1, 1, -1))]
systems = [(p, b) for p in planes for b in bonds if abs(p @ b) < 1e-12]


def slip_factor(normal):
    unit_stress = I3 - np.outer(normal, normal)
    return max(abs(p @ unit_stress @ b) for p, b in systems)


s001, s111 = slip_factor(N001), slip_factor(N111)
assert abs(s001 - 1/np.sqrt(6)) < 1e-12
assert abs(s111 - np.sqrt(2/27)) < 1e-12
sig001, sig111 = m001 * 1e3 * strain, m111 * 1e3 * strain        # MPa
tau001, tau111 = s001 * sig001, s111 * sig111
lattice_a = 0.361e-9                   # m, rough
burgers = lattice_a / np.sqrt(2)
p, b = systems[0]
g_slip = np.einsum('ijkl,i,j,k,l->', cubic_tensor(*copper), p, b, p, b)
assert abs(g_slip - (c11 - c12 + c44) / 3) < 1e-9
tau_line = g_slip * 1e3 * burgers / thickness                  # MPa
yield_ratio = (1/s111)**2 / m111 / ((1/s001)**2 / m001)

# equal-stress limit, half (001) and half (111), fixed mean strain


def mixed_modulus(fraction):
    return 1 / (fraction / m001 + (1 - fraction) / m111)


df = 1e-4
drive = -(mixed_modulus(0.5 + df) - mixed_modulus(0.5 - df)) / (2 * df)
drive_formula = (m111 - m001) * 4 * m001 * m111 / (m001 + m111)**2
assert abs(drive / drive_formula - 1) < 1e-6
drive_w = drive * 1e3 * strain**2

# temperature
expansion_gap = 14e-6                  # 1/K, copper minus silicon, rough
softening = 3e-4                       # 1/K, rough common fractional fall
delta_t = strain / expansion_gap
ev_atom = gap_w * 1e6 * lattice_a**3 / 4 / const.e
kt = const.k * 300 / const.e

print(f"Input C11, C12, C44 (rough): {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"T = C11 + 2 C12: {c11 + 2*c12:.0f} GPa")
print(f"Anisotropy 2 C44/(C11-C12): {2*c44/(c11-c12):.2f}")
print(f"In-plane strain: {100*strain:.2f} percent")
print(f"Biaxial modulus (001): {m001:.1f} GPa")
print(f"Biaxial modulus (111): {m111:.1f} GPa")
print(f"Modulus difference: {m111-m001:.1f} GPa")
print(f"Film stress (001): {sig001:.1f} MPa")
print(f"Film stress (111): {sig111:.1f} MPa")
print(f"Energy density (001): {w001:.4f} MJ/m^3")
print(f"Energy density (111): {w111:.4f} MJ/m^3")
print(f"Energy ratio (111)/(001): {ratio:.3f}")
print(f"Energy difference: {gap_w:.4f} MJ/m^3")
print(f"Strain needed for {claimed_gap} MJ/m^3: {100*strain_claimed:.3f} percent")
print(f"Ratio range, constants +-1 percent: {min(ratios):.2f} to {max(ratios):.2f}")
print(f"Difference range, same: {min(gaps):.3f} to {max(gaps):.3f} MJ/m^3")
print(f"Morse lattice moduli ratio, formula: {lat_formula[1]/lat_formula[0]:.4f}")
lat_mean = (lat_plus + lat_minus) / 2
print(f"Morse lattice moduli ratio, relaxed: {lat_mean[1]/lat_mean[0]:.4f}")
print(f"Morse alpha times bond length: {morse_alpha:.1f}")
print(f"Anharmonic shift of W001 (Morse): {100*anh_w[0]:.2f} percent")
print(f"Anharmonic shift of W111 (Morse): {100*anh_w[1]:.2f} percent")
print(f"Anharmonic shift of difference (Morse): {100*anh_gap:.2f} percent")
print(f"Film thickness: {thickness*1e9:.0f} nm")
print(f"Surface+interface energy gap (rough): {surface_gap:.2f} J/m^2")
print(f"Elastic gap times thickness: {gap_w*1e6*thickness:.3f} J/m^2")
print(f"Balance thickness at this strain: {h_balance*1e9:.0f} nm")
print(f"Balance strain at this thickness: {100*e_balance:.3f} percent")
print(f"Slip factors (001), (111): {s001:.3f}, {s111:.3f}")
print(f"Resolved shear (001), (111): {tau001:.1f}, {tau111:.1f} MPa")
print(f"Lattice constant (rough): {lattice_a*1e9:.3f} nm")
print(f"Burgers vector length: {burgers*1e9:.3f} nm")
print(f"Slip shear modulus G: {g_slip:.1f} GPa")
print(f"Line-tension scale G b/h: {tau_line:.1f} MPa")
print(f"W111/W001 if both yield at one shear stress: {yield_ratio:.3f}")
print(f"Driving pressure, equal-stress limit: {drive_w:.4f} MJ/m^3")
print(f"Its ratio to the equal-strain value: {drive_w/gap_w:.3f}")
print(f"Expansion mismatch Cu-Si (rough): {expansion_gap*1e6:.0f} ppm/K")
print(f"Temperature change giving the strain: {delta_t:.0f} K")
print(f"Softening rate (rough): {softening*100:.2f} percent/K")
print(f"Softening over that change: {100*softening*delta_t:.1f} percent")
print(f"Energy difference per atom: {ev_atom*1e6:.1f} micro-eV")
print(f"kT at 300 K: {kt*1e3:.1f} meV")
print(f"Atoms whose summed difference equals kT: {kt/ev_atom:.0f}")
print("all tests passed")
```

Printed output:

```
Input C11, C12, C44 (rough): 168, 121, 75 GPa
T = C11 + 2 C12: 410 GPa
Anisotropy 2 C44/(C11-C12): 3.19
In-plane strain: 0.10 percent
Biaxial modulus (001): 114.7 GPa
Biaxial modulus (111): 259.9 GPa
Modulus difference: 145.2 GPa
Film stress (001): 114.7 MPa
Film stress (111): 259.9 MPa
Energy density (001): 0.1147 MJ/m^3
Energy density (111): 0.2599 MJ/m^3
Energy ratio (111)/(001): 2.266
Energy difference: 0.1452 MJ/m^3
Strain needed for 1.5 MJ/m^3: 0.321 percent
Ratio range, constants +-1 percent: 2.15 to 2.40
Difference range, same: 0.138 to 0.153 MJ/m^3
Morse lattice moduli ratio, formula: 1.5000
Morse lattice moduli ratio, relaxed: 1.5000
Morse alpha times bond length: 4.0
Anharmonic shift of W001 (Morse): -0.40 percent
Anharmonic shift of W111 (Morse): -0.40 percent
Anharmonic shift of difference (Morse): -0.40 percent
Film thickness: 1000 nm
Surface+interface energy gap (rough): 0.10 J/m^2
Elastic gap times thickness: 0.145 J/m^2
Balance thickness at this strain: 689 nm
Balance strain at this thickness: 0.083 percent
Slip factors (001), (111): 0.408, 0.272
Resolved shear (001), (111): 46.8, 70.7 MPa
Lattice constant (rough): 0.361 nm
Burgers vector length: 0.255 nm
Slip shear modulus G: 40.7 GPa
Line-tension scale G b/h: 10.4 MPa
W111/W001 if both yield at one shear stress: 0.993
Driving pressure, equal-stress limit: 0.1234 MJ/m^3
Its ratio to the equal-strain value: 0.850
Expansion mismatch Cu-Si (rough): 14 ppm/K
Temperature change giving the strain: 71 K
Softening rate (rough): 0.03 percent/K
Softening over that change: 2.1 percent
Energy difference per atom: 10.7 micro-eV
kT at 300 K: 25.9 meV
Atoms whose summed difference equals kT: 2426
all tests passed
```
